# Resistivity of a granular film from the Mayadas-Shatzkes formula

## Problem

A polycrystalline conducting film carries current along $x$. Inside a grain the electrons have a mean free path $\lambda=5$ nm. The grain size along the current is $D=20$ nm, and the boundary reflection parameter is $R=0.3$. Let $\rho_0$ be the resistivity of the grain interior and $\rho$ that of the film. The Mayadas-Shatzkes model describes the boundaries by one number,

$$
\alpha=\frac{\lambda}{D}\,\frac{R}{1-R}.
$$

(a) Estimate the relative rise $\rho/\rho_0-1$ by scaling.

(b) Derive the formula for $\rho/\rho_0$ and show that the resistivity rises by about 16 percent.

(c) Find how $R$ is related to the probability $r$ that a single boundary reflects an electron arriving at normal incidence. What is the rise if $r$ itself is 0.3?

The electrons are degenerate, with a spherical Fermi surface of radius $k_F$, Fermi velocity $v_F$ and a single intragrain relaxation time $\tau=\lambda/v_F$. The boundaries are planes normal to $x$. They reflect specularly, so the wavevector parallel to the plane is conserved. Scattering at the film surfaces is left out.

Boundaries parallel to the current need no separate treatment in this model. Specular reflection from one of them reverses $k_y$ or $k_z$ and keeps $k_x$, so it does not change the current along $x$.

## First estimate by scaling

Over one mean free path an electron meets about $\lambda/D=5/20=0.25$ boundaries. In the customary definition each boundary counts with the weight $R/(1-R)=0.3/0.7=0.4286$, which has the form of a ratio of reflection to transmission; part (c) shows that $R$ is not the literal reflection probability of one plane. The strength of boundary scattering relative to intragrain scattering is therefore of order

$$
\alpha=0.25\times0.4286=0.107 .
$$

Independent scattering rates add, and resistivity is proportional to the scattering rate. The rise should thus be about 11 percent, up to a factor of order one. Scaling cannot supply that factor, because it depends on how the electrons' directions are distributed.

## Exact solution of the model

### How reflection relaxes the current

Write the occupation as $f=f_0+\delta f$, where $f_0$ is the equilibrium function of the energy $\varepsilon$. An electron has charge $-e$, so a field $E$ along $x$ gives $\hbar\,dk_x/dt=-eE$. Since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$, the field changes the occupation through the term $-eEv_x\,\partial f_0/\partial\varepsilon$ on the left of the Boltzmann equation.

There are two collision processes on the right. Intragrain scattering removes the deviation at the rate $1/\tau$. Boundary reflection exchanges $k_x$ and $-k_x$ at a rate $F$. To first order in the field, the steady state obeys

$$
-eEv_x\frac{\partial f_0}{\partial\varepsilon}
=-\frac{\delta f(k_x)}{\tau}
-F\left[\delta f(k_x)-\delta f(-k_x)\right].
$$

The field is taken as uniform, and the boundaries as a scattering process spread evenly through the film. The left side is odd in $k_x$, so $\delta f$ is odd as well, and $\delta f(-k_x)=-\delta f(k_x)$. The bracket then equals $2\,\delta f(k_x)$, and

$$
\delta f=eE\,\tau^*v_x\frac{\partial f_0}{\partial\varepsilon},
\qquad
\frac1{\tau^*}=\frac1\tau+2F .
$$

The factor 2 has a simple meaning: a reflection removes an electron moving one way and adds one moving the other way, so it changes the current by twice that electron's contribution.

### How the rate depends on direction

Let $\mu=|k_x|/k_F$, the cosine of the angle between the electron's velocity and the $x$ axis, taken positive. Represent a boundary by the thin barrier $V(x)=S\,\delta(x)$. For a normal wavevector $k=\mu k_F$ the wave is $e^{ikx}+a\,e^{-ikx}$ on the left and $b\,e^{ikx}$ on the right. Continuity at $x=0$ requires $1+a=b$. Integrating the Schrödinger equation across the barrier gives the jump in slope,

$$
ikb-ik(1-a)=\frac{2mS}{\hbar^2}\,b .
$$

Inserting $a=b-1$ turns the left side into $2ik(b-1)$. With $\beta=mS/(\hbar^2k)$ this gives $b-1=-i\beta b$, hence

$$
b=\frac1{1+i\beta},\qquad a=\frac{-i\beta}{1+i\beta},\qquad
\frac{|a|^2}{|b|^2}=\beta^2 .
$$

The ratio of reflection to transmission falls as $1/k^2$. If $q=r/(1-r)$ is its value at normal incidence, then

$$
\frac{r(\mu)}{1-r(\mu)}=\frac{q}{\mu^2}.
$$

An electron with direction $\mu$ meets boundaries at the rate $v_F\mu/D$. For weak reflection $r(\mu)\approx q/\mu^2$, so the reflection rate is

$$
F=\frac{v_F\mu}{D}\,\frac{q}{\mu^2}=\frac{v_Fq}{D\mu}.
$$

Grazing electrons meet fewer boundaries but are reflected much more readily, and the net rate grows as $1/\mu$. The model adopts this dependence for all $\mu$ and writes

$$
2F\tau=\frac{\alpha}{\mu},
\qquad
\tau^*=\frac{\tau}{1+\alpha/\mu}=\tau\,\frac{\mu}{\mu+\alpha}.
$$

Adding probabilities rather than amplitudes assumes that interference between boundaries averages out. Intragrain scattering supports this here: a round trip across a grain is at least $2D=40$ nm long, or eight mean free paths, so very few electrons complete it without a collision. Interference terms scale with the surviving amplitude, at most $e^{-4}\approx0.02$, rather than with the probability $e^{-8}$, and this is still small.

### The current

With spin included, the current density is

$$
j=-2e\int\frac{d^3k}{(2\pi)^3}\,v_x\,\delta f
=2e^2E\int\frac{d^3k}{(2\pi)^3}\,v_x^2\,\tau^*\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
$$

For degenerate electrons the last factor selects the Fermi surface, where $v_x^2=v_F^2\mu^2$. On a sphere all values of $\mu$ between 0 and 1 are equally likely, so the conductivity is proportional to $\int_0^1\mu^2\tau^*d\mu$. Without boundaries this integral is $\tau/3$. The constants cancel in the ratio:

$$
\frac{\rho_0}{\rho}=3\int_0^1\frac{\mu^3}{\mu+\alpha}\,d\mu .
$$

To integrate, divide the polynomials. Multiplying out confirms that $(\mu+\alpha)(\mu^2-\alpha\mu+\alpha^2)=\mu^3+\alpha^3$, so

$$
\frac{\mu^3}{\mu+\alpha}=\mu^2-\alpha\mu+\alpha^2-\frac{\alpha^3}{\mu+\alpha}.
$$

The four terms integrate to $1/3$, $-\alpha/2$, $\alpha^2$ and $-\alpha^3\ln[(1+\alpha)/\alpha]$. Multiplication by 3 gives the Mayadas-Shatzkes formula,

$$
\frac{\rho_0}{\rho}=1-\frac{3\alpha}{2}+3\alpha^2-3\alpha^3\ln\left(1+\frac1\alpha\right).
$$

### Numbers

With $\alpha=0.107143$ the logarithm is 2.33537, and

$$
\frac{\rho_0}{\rho}=1-0.160714+0.034439-0.008617=0.8651 .
$$

The inverse is

$$
\frac{\rho}{\rho_0}=\frac1{0.8651}=1.156 .
$$

The resistivity is 15.6 percent above its intragrain value, or about 16 percent, as was to be shown. A direct numerical solution of the Boltzmann equation above, with the exchange between $k_x$ and $-k_x$ kept explicitly, also gives $\rho_0/\rho=0.8651$.

## Comparison of the estimate and the solution

The scaling estimate of 10.7 percent is low by about a third of the full result. The missing factor appears when the formula is expanded for small $\alpha$. Write $\rho_0/\rho=1-x$ with $x=3\alpha/2-3\alpha^2+\dots$ and use $1/(1-x)=1+x+x^2+\dots$:

$$
\frac{\rho}{\rho_0}=1+\frac{3\alpha}{2}+\left(-3+\frac94\right)\alpha^2+\dots
=1+\frac{3\alpha}{2}-\frac{3\alpha^2}{4}+\dots
$$

The factor $3/2$ is an average over directions. Without boundaries, electrons with direction $\mu$ carry a share $3\mu^2d\mu$ of the current. The boundary rate relative to the intragrain rate is $\alpha/\mu$, and its average with this weight is

$$
\int_0^1 3\mu^2\,\frac{\alpha}{\mu}\,d\mu=\frac{3\alpha}{2}.
$$

Scaling took every electron at normal incidence, $\mu=1$, where the relative rate has its smallest value, $\alpha$. The corrected linear estimate is $1.5\times0.1071=0.161$, or 16.1 percent. It exceeds the full result by 0.5 percentage points.

That the linear estimate lies on the high side follows for any $\alpha>0$. Let $w=3\mu^2$, whose integral from 0 to 1 is 1, and let $h=1+\alpha/\mu$. The Cauchy-Schwarz inequality gives

$$
1=\left(\int_0^1 w\,d\mu\right)^2\le
\left(\int_0^1\frac{w}{h}\,d\mu\right)\left(\int_0^1 wh\,d\mu\right)
=\frac{\rho_0}{\rho}\left(1+\frac{3\alpha}{2}\right),
$$

so $\rho/\rho_0\le1+3\alpha/2$. Physically, the current shifts towards electrons that move nearly along $x$, which the boundaries disturb least. A simple sum of average rates ignores this shift.

In the opposite limit, $\alpha\gg1$, the denominator $\mu+\alpha$ may be replaced by $\alpha$. Then $\rho_0/\rho\approx3/(4\alpha)$ and

$$
\frac{\rho}{\rho_0}\approx\frac{4\alpha}{3}.
$$

To leading order the rise is again proportional to $\alpha$, with a coefficient slightly below $3/2$. This is a limit of the formula; whether the model still describes a film with such strong reflection is a separate question.

The dependence on grain size follows the same pattern. With $\lambda$ and $R$ held fixed, the formula gives a rise of 30.7 percent for $D=10$ nm and 7.9 percent for $D=40$ nm. Halving the grain size from 20 nm doubles $\alpha$ but slightly less than doubles the rise, because the rise divided by $\alpha$ falls slowly from $3/2$ at small $\alpha$ towards $4/3$ at large $\alpha$.

The result is more sensitive to $R$. To leading order the rise is proportional to $R/(1-R)$, and

$$
\frac{d\ln[R/(1-R)]}{d\ln R}=1+\frac{R}{1-R}=\frac1{1-R}=1.43 .
$$

A small relative error in $R$ therefore becomes a relative error about 1.4 times as large in the rise. A measured ratio $\rho/\rho_0$ would fix $\alpha$ alone; to extract $R$ from it one must know $\lambda$ and $D$ independently.

## What the parameter $R$ means

The weak-reflection rate derived above gives

$$
2F\tau=\frac{2v_F\tau q}{D\mu}=\frac{2\lambda}{D}\,\frac{q}{\mu},
\qquad\text{hence}\qquad
\alpha=\frac{2\lambda}{D}\,\frac{r}{1-r}.
$$

The customary definition of $\alpha$ lacks the factor 2. Its $R$ is therefore an effective parameter, different from the reflection probability $r$ of one plane.

### A one-dimensional check of the factor

Let electrons move only forwards or backwards, and let two obstacles in series have transmission probabilities $T_1$ and $T_2$. Summing all the bounces between them, without interference, gives

$$
T=\frac{T_1T_2}{1-(1-T_1)(1-T_2)}=\frac{T_1T_2}{T_1+T_2-T_1T_2}.
$$

Consequently $1/T=1/T_1+1/T_2-1$, which can be rearranged as

$$
\frac{1-T}{T}=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.
$$

This additive quantity measures resistance. For a unit incoming stream from the left, the electron density is proportional to $1+(1-T)$ on the left and to $T$ on the right. The density difference is thus proportional to $2(1-T)$ while the flux is proportional to $T$.

In a slab of thickness $dx$ an electron collides with probability $dx/\lambda$, and half of the collisions turn it back. The slab contributes $dx/(2\lambda)$, and a whole grain contributes $D/(2\lambda)$. Adding one boundary per grain gives

$$
\frac{\rho}{\rho_0}=\frac{D/(2\lambda)+r/(1-r)}{D/(2\lambda)}
=1+\frac{2\lambda}{D}\,\frac{r}{1-r}.
$$

The factor 2 arises because half of the intragrain collisions leave the direction unchanged, whereas every reflection reverses it. For $r=0.3$ the law gives $1+0.5\times0.4286=1.2143$. Composing the scatterers one after another numerically gives 1.2142. The chain also shows why $r/(1-r)$, rather than $r$, is the natural measure when reflection is not weak. Carrying this over to all directions in three dimensions remains a modelling step.

### The two readings of 0.3

The two definitions of $\alpha$ agree if

$$
\frac{2r}{1-r}=\frac{R}{1-R}=0.4286 .
$$

Solving for $r$ gives $r=0.4286/(2+0.4286)=0.176$. The 16 percent rise thus belongs to boundaries that each reflect about 18 percent of the electrons at normal incidence.

If instead $r=0.3$ is the literal probability, $\alpha$ doubles to 0.214 and the formula gives a rise of 30.7 percent. This equals the result for 10 nm grains with the customary $R=0.3$, because both cases have the same $\alpha$. A reflection coefficient calculated for a single boundary must not be inserted as $R$ without this conversion.

### How good is the uniform-field model?

A more detailed calculation keeps the boundaries as separate, periodic planes. Intragrain scattering is isotropic, and the local electrochemical potential adjusts so that the current is the same everywhere. Each plane obeys $r(\mu)/[1-r(\mu)]=q/\mu^2$, and interference is again left out.

For weak reflection, $\alpha=2q\lambda/D$ and the linear law predict $\rho/\rho_0-1=3q\lambda/D$. At $q=0.001$ the detailed calculation gives a coefficient of 2.99 in place of 3, which supports the factor 2 in three dimensions.

For the example itself the detailed calculation gives a rise of 15.0 percent at $r=0.176$, against 15.6 percent from the formula. For $r=0.3$ it gives 29.6 percent against 30.7 percent. The simplified treatment of field and planes therefore costs about 3.5 percent of the rise in both cases, far less than the choice between the two readings of 0.3.

## The example as an oxide film

The mean free path and grain size are reasonable for degenerate, polycrystalline tin-doped indium oxide. Rough typical values are an electron density $n=5\times10^{20}$ cm$^{-3}$ and an effective mass of 0.3 electron masses. They give $k_F=(3\pi^2n)^{1/3}=2.455$ nm$^{-1}$ and a Fermi energy of 0.77 eV. The intragrain mobility is $e\tau/m=e\lambda/(\hbar k_F)\approx31$ cm$^2$/Vs, and the resistivity is $\rho_0=1/(ne\times\text{mobility})\approx4.0\times10^{-4}$ ohm cm. With the assumed $R=0.3$, the boundaries lower the mobility to about 27 cm$^2$/Vs and raise the resistivity to about $4.7\times10^{-4}$ ohm cm. Mobilities of tens of cm$^2$/Vs and resistivities of a few $10^{-4}$ ohm cm are reasonable for this material. The value $R=0.3$ is a chosen round number. Real films have a spread of grain sizes and tilted boundaries, and their surfaces also scatter. Fully diffuse surfaces on a 100 nm film without grain boundaries would raise the resistivity by 1.9 percent.

At 300 K the thermal energy is 0.026 eV, far below the Fermi energy. If $\lambda$ is held independent of energy and the barrier law is kept, thermal smearing changes the rise by less than 0.1 percentage points. The product $k_F\lambda=12$ is well above one, which supports the use of a Boltzmann equation. Its inverse square, 0.7 percent, is a rough scale for quantum interference corrections, not a calculated correction.

Electrons trapped at the boundaries raise an electrostatic barrier there. For a rough value of $10^{13}$ trapped electrons per cm$^2$ of boundary and a relative permittivity of 9, linear screening gives a barrier of 0.07 eV with a screening length of 0.7 nm, if the charge is smeared into a uniform sheet. This smearing is crude: the traps lie about 3 nm apart, several screening lengths, so the real potential is stronger near each trap and much weaker between them. The barrier is 0.094 of the Fermi energy. Classically it stops electrons whose energy of motion along $x$ is smaller than the barrier, that is, those with $\mu^2<0.094$ or $\mu<0.31$. In a uniform grain these carry a share $\int_0^{0.31}3\mu^2d\mu=0.31^3\approx0.03$ of the current. The classical cut overstates the blocking, because the barrier is thin enough for tunnelling: the potential given below transmits about 60 percent of the electrons at $\mu=0.2$ and 90 percent at $\mu=0.31$. Most of the current passes above this barrier, so it does not rely on thermal activation.

This smooth barrier is not the source of the assumed $R=0.3$. For a potential $V_0e^{-|x|/\ell}$ with $V_0=0.094\,E_F$, where $E_F$ is the Fermi energy, and $\ell=0.7$ nm, first-order scattering theory gives at normal incidence

$$
r\approx\left[\frac{V_0}{E_F}\,\frac{k_F\ell}{1+4k_F^2\ell^2}\right]^2\sim10^{-4},
$$

far below the 0.176 that the example requires. With its exact reflection probability at all angles, this barrier raises the resistivity by only 0.2 to 0.3 percent. Treating the traps instead as randomly placed screened point charges gives, to first order, a backscattering probability of about $3\times10^{-3}$, more than ten times larger and not specular, but still far below 0.176. The barrier is also too wide compared with $1/k_F$ to obey the thin-barrier law. The example therefore assumes a stronger and sharper disturbance at the boundary, such as a thin disordered layer, and does not derive its strength.

At much lower electron density the Fermi energy can fall below the barrier. Transport can then become thermally activated, and in that case the formula with a temperature-independent $R$ no longer applies. It also has no meaning for a fully amorphous oxide, which has no grains and hence no $D$. The numerical output below lists the values used here.

## Calculated quantities

```
mean free path = 5.0 nm; grain size = 20.0 nm
customary reflection R = 0.30; R/(1-R) = 0.42857
alpha = 0.107143; ln(1+1/alpha) = 2.33537
term -3 alpha/2 = -0.160714
term 3 alpha^2 = 0.034439
term -3 alpha^3 ln = -0.008617
rho0/rho closed form = 0.865107
rho0/rho kinetic equation = 0.865107
rho/rho0 = 1.15593; rise = 15.59 percent
linear estimate of rise = 16.07 percent
rise for grain size 10 nm = 30.70 percent
rise for grain size 40 nm = 7.89 percent
literal r equivalent to customary R = 0.1765
rise if r = 0.3 literally, alpha doubled = 30.7 percent
1D chain, r = 0.3: rho/rho0 = 1.2142, law 1.2143
planar transport weak-reflection slope = 2.991 (law: 3)
planar transport rise, equivalent r = 15.0 percent
planar transport rise, literal r = 0.3: 29.6 percent
electron density = 5.0e+20 cm^-3; mass = 0.3 m_e
Fermi wavevector = 2.455 nm^-1; Fermi energy = 0.766 eV
intragrain mobility = 30.9 cm2/Vs
film mobility = 26.8 cm2/Vs
intragrain resistivity = 4.035e-04 ohm cm
film resistivity = 4.664e-04 ohm cm
temperature = 300 K; kT = 0.0259 eV
thermal change of the rise = -0.008 percentage points
film thickness = 100 nm; diffuse-surface rise = 1.91 percent
relative permittivity = 9.0; boundary charge = 1.0e+13 cm^-2
screening length = 0.71 nm; barrier = 0.072 eV
barrier/Fermi energy = 0.094
kF*lambda = 12.3; 1/(kF*lambda)^2 = 0.66 percent
```
